# Linear Jahn-Teller coupling of the E2g doublet in D5d ferrocenium

**Theorem.** Let a molecule with $D_{5d}$ reference geometry have an orbitally twofold electronic state of species $E_{2g}$, and let its electronic Hamiltonian be spin-free. To first order in the nuclear displacements, only $e_{1g}$ coordinates can split the state. For an $e_{1g}$ pair $(Q_x,Q_y)$ the splitting part of the Hamiltonian is

$$H_1=V\begin{pmatrix}Q_x&-Q_y\\-Q_y&-Q_x\end{pmatrix},\qquad V\ \text{real}. \tag{1}$$

An $e_{2g}$ coordinate has no first-order matrix element within the doublet. It can split the state from second order on.

Symmetry permits $V$ but does not fix its size, so whether it is nonzero must be computed or measured. The model below gives a computed example. For ferrocenium, the assignment of the ground state to ${}^2E_{2g}$, configuration $(e_{2g})^3(a_{1g})^2$, is an assumption here, and so is the staggered $D_{5d}$ geometry. Hartree atomic units are used.

## Conventions

The fivefold axis is $z$, and $\alpha=2\pi/5$. One atom of the upper ring lies at azimuth $\varphi=0$, so the plane $y=0$ is a mirror plane $\sigma$. The group is generated by the rotation $R$ through $\alpha$, by $\sigma$ and by inversion.

The real states $u$ and $v$ behave like $x^2-y^2$ and $xy$. The combinations $|\pm\rangle=(|u\rangle\pm i|v\rangle)/\sqrt2$ behave like $e^{\pm2i\varphi}$. Since $R$ replaces $\varphi$ by $\varphi-\alpha$ in a function,

$$R|\pm\rangle=e^{\mp2i\alpha}|\pm\rangle,\qquad \sigma|\pm\rangle=|\mp\rangle .$$

A gerade pair of type $k$ is written $q=X+iY$, with $q\to e^{ik\alpha}q$ under $R$ and $q\to q^*$ under $\sigma$. Here $k=1$ is $e_{1g}$ and $k=2$ is $e_{2g}$. The species $a_{1g}$ and $a_{2g}$ have $k=0$.

Moving nuclei and electrons together changes no energy. For every symmetry operation $g$, therefore,

$$H(gQ)=g\,H(Q)\,g^{-1}. \tag{2}$$

## Lemma 1: the diagonal elements

*The elements $\langle+|H|+\rangle$ and $\langle-|H|-\rangle$ are equal, and their linear part contains only $a_{1g}$ coordinates.*

**Proof.** A spin-free Hamiltonian is real, so $H_{uv}=H_{vu}$. Then

$$\langle\pm|H|\pm\rangle=\tfrac12\left[H_{uu}+H_{vv}\pm i(H_{uv}-H_{vu})\right]=\tfrac12(H_{uu}+H_{vv}).$$

This is half the trace of $H$ in the doublet. By (2) the trace is unchanged when $Q$ is replaced by $gQ$. A linear function invariant under the whole group contains totally symmetric coordinates only. ∎

An $a_{1g}$ displacement thus shifts both components equally, which changes bond lengths but not the symmetry.

## Lemma 2: the off-diagonal element

*The function $c(Q)=\langle+|H(Q)|-\rangle$ obeys $c(RQ)=e^{i\alpha}c(Q)$ and $c(\sigma Q)=c(Q)^*$, and is unchanged by inversion.*

**Proof.** From (2), $c(RQ)=\langle+|RHR^{-1}|-\rangle$. The inverse rotation gives $R^{-1}|+\rangle=e^{2i\alpha}|+\rangle$ and $R^{-1}|-\rangle=e^{-2i\alpha}|-\rangle$. The first factor enters through the bra and is conjugated, so

$$c(RQ)=e^{-2i\alpha}e^{-2i\alpha}c(Q)=e^{-4i\alpha}c(Q)=e^{i\alpha}c(Q). \tag{3}$$

The last equality uses $5\alpha=2\pi$. For the mirror, $c(\sigma Q)=\langle-|H(Q)|+\rangle=c(Q)^*$. Inversion multiplies both states by the same sign, which cancels. ∎

## Proof of the theorem

An ungerade coordinate changes sign under inversion, while $c$ does not, so its linear coefficient is zero. For a gerade pair of type $k$, the most general linear form is $c=Aq+Bq^*$. Equation (3) requires

$$A\left(e^{ik\alpha}-e^{i\alpha}\right)=0,\qquad B\left(e^{-ik\alpha}-e^{i\alpha}\right)=0 .$$

- For $k=0$, neither exponential equals $e^{i\alpha}$, so $A=B=0$.
- For $k=1$, the first bracket vanishes and $A$ is free. The second does not, so $B=0$.
- For $k=2$, the exponentials are $e^{2i\alpha}$ and $e^{-2i\alpha}=e^{3i\alpha}$. Neither equals $e^{i\alpha}$, so $A=B=0$.

Hence $c=V(Q_x+iQ_y)$. The mirror condition reads $V(Q_x-iQ_y)=V^*(Q_x-iQ_y)$, so $V$ is real. To return to the real basis, expand

$$c=\tfrac12\left(\langle u|-i\langle v|\right)H\left(|u\rangle-i|v\rangle\right)=\tfrac12(H_{uu}-H_{vv})-iH_{uv}.$$

The real part gives $(H_{uu}-H_{vv})/2=VQ_x$, and the imaginary part gives $H_{uv}=-VQ_y$. This is (1). ∎

**Characters.** The same selection follows from the symmetric square of $E_{2g}$. For a rotation through $k\alpha$ its character is

$$\tfrac12\left[(2\cos2k\alpha)^2+2\cos4k\alpha\right]=1+2\cos4k\alpha=1+2\cos k\alpha .$$

For a twofold rotation it is $\tfrac12(0+2)=1$. These are the characters of $A_1+E_1$, so $[E_{2g}^2]=A_{1g}+E_{1g}$.

**Existence of the modes.** In $\mathrm{C_{10}H_{10}M}$ a gerade displacement is fixed by the ten atoms of one ligand, and the metal stays at rest. The C ring and the H ring each have radial, tangential and axial patterns. This makes six pairs with $k=1$ and six with $k=2$. One $k=1$ pair is the rotation about $x$ and $y$. There remain five $e_{1g}$ and six $e_{2g}$ vibrations.

## Remarks on the selection rule

**Role of the fivefold axis.** The operator $|+\rangle\langle-|$ changes the axial angular momentum by four units, and a fivefold axis cannot distinguish this from one unit in the opposite sense. If the rings were smeared into continuous circles, (3) would read $c\to e^{-4i\alpha}c$ for every angle $\alpha$, and no linear $k=1$ term could survive. With sixfold rings, $\alpha=2\pi/6$ and $e^{-4i\alpha}=e^{2i\alpha}$, so the active species is $e_{2g}$.

**Second order.** For an $e_{2g}$ pair, the quadratic terms $q^2$, $|q|^2$ and $(q^*)^2$ gain the factors $e^{4i\alpha}$, $1$ and $e^{-4i\alpha}=e^{i\alpha}$. Only the last agrees with (3), so

$$c=W(q^*)^2+\dots,\qquad \text{splitting}=2|W||q|^2 .$$

One source of $W$ is mixing with an $A_{1g}$ state. By the argument of Lemma 2, $\langle+|H|A\rangle$ and $\langle A|H|-\rangle$ each gain $e^{-2i\alpha}$, so both are proportional to $q^*$. Their product divided by $E_{E_2}-E_{A_1}$ contributes to $W$. In ferrocenium the configuration $(e_{2g})^4(a_{1g})^1$ supplies such a state. If it lies close in energy, $e_{2g}$ vibrations can matter although their linear coupling is zero, and the expansion fails once the mixing element is comparable to the energy difference.

## Proposition: the Jahn-Teller energy

For one $e_{1g}$ pair with force constant $K$ and $\rho=\sqrt{Q_x^2+Q_y^2}$, the square of (1) is $V^2\rho^2$ times the unit matrix. The two sheets are

$$U_\pm=\tfrac12K\rho^2\pm|V|\rho .$$

Setting $dU_-/d\rho=0$ gives $\rho_0=|V|/K$. Insertion gives

$$E_{JT}=\frac{V^2}{2K},\qquad U_+-U_-=2|V|\rho_0=4E_{JT}\quad\text{at }\rho_0. \tag{4}$$

The minimum is a circular trough: at this order no direction of distortion is preferred.

With several $e_{1g}$ modes, let $x$ be the vector of Cartesian displacements and $\mathbf K$ the force-constant matrix. Let $g$ and $g'$ be the gradients of $(H_{uu}-H_{vv})/2$ and $H_{uv}$. The linear $a_{1g}$ term of Lemma 1 is left out: it shifts both sheets equally, and $\mathbf K$ does not mix $a_{1g}$ with $e_{1g}$, so at this order it does not affect the energy gained by the $e_{1g}$ distortion. Beyond this order an $a_{1g}$ relaxation changes $g$ itself. Then

$$U_-=\tfrac12x^T\mathbf Kx-\sqrt{(g\cdot x)^2+(g'\cdot x)^2}.$$

The root is the largest value of $g_\theta\cdot x$ over $\theta$, with $g_\theta=g\cos\theta+g'\sin\theta$. One may therefore minimize $\tfrac12x^T\mathbf Kx-g_\theta\cdot x$ over $x$ first. This gives $x=\mathbf K^+g_\theta$, where $\mathbf K^+$ is the pseudoinverse, and the energy $-\tfrac12g_\theta^T\mathbf K^+g_\theta$. Because $g$ and $-g'$ are partners of one $e_{1g}$ pair and $\mathbf K$ is invariant, this value does not depend on $\theta$:

$$E_{JT}=\tfrac12\,g^T\mathbf K^+g . \tag{5}$$

Rigid motions cause no difficulty. A rotation or translation changes $H$ by a commutator with its generator, and a commutator with $H$ has no matrix elements between states of equal energy.

## Proposition: competition with spin-orbit coupling

In the independent-electron picture, three $e_{2g}$ electrons are a filled spin-up pair and one spin-down electron. The pair gains $e^{-2i\alpha}e^{2i\alpha}=1$ under $R$, so under $R$ the state inherits the type of the last electron. Under $\sigma$ the pair is odd, which interchanges the labels $u$ and $v$, so $V$ of the state is minus $V$ of the orbital. The size of the splitting is that of the orbital.

Add $\zeta\,\mathbf L\cdot\mathbf S$ on the metal $d$ shell. Inside the $e_{2g}$ pair $L_\pm$ has no matrix elements, because it changes $m$ by one. The element of $L_z$ is $\pm2w$, where $w$ is the $d$ weight of the orbital. With $|S_z|=\tfrac12$ the energies are $\pm\zeta w$, so the undistorted gap is $\Delta=2\zeta w$. For either spin direction the matrix has diagonal elements $\pm\Delta/2$ and off-diagonal element $c$. Its gap is

$$G=\sqrt{\Delta^2+4V^2\rho^2}. \tag{6}$$

The lower sheet is $U=\tfrac12K\rho^2-\tfrac12G$, with

$$\frac{dU}{d\rho}=\rho\left(K-\frac{2V^2}{G}\right).$$

A minimum with $\rho\neq0$ requires $G=2V^2/K=4E_{JT}$. Since $G\ge\Delta$, it exists only if

$$4E_{JT}>\Delta . \tag{7}$$

To find the energy gained, use $K/V^2=1/(2E_{JT})$. The elastic energy at the minimum is $K(G^2-\Delta^2)/(8V^2)=E_{JT}-\Delta^2/(16E_{JT})$, and $-G/2=-2E_{JT}$. Subtracting their sum from $U(0)=-\Delta/2$ gives

$$U(0)-U_{\min}=E_{JT}\left(1-\frac{\Delta}{4E_{JT}}\right)^2 . \tag{8}$$

Spin-orbit coupling thus removes the conical point at $\rho=0$. If (7) fails, the linear coupling is still present, but the symmetric geometry is stable against $e_{1g}$ distortion.

## Worked example: a model sandwich molecule

The model has five $d$ orbitals on the metal and one $\pi$ orbital on each ring atom, all with on-site energy zero. The ring bond is 2.7 bohr and the ring height is 3.1 bohr. The hopping between neighbours in a ring is $-0.10\,e^{-1.2(b-2.7)}$. The metal-ring hopping is $-0.15\,e^{-0.8(r-r_0)}$ times the angular factor of the $d$ orbital, for example $\tfrac{\sqrt3}{2}(x^2-y^2)/r^2$. Here $b$ and $r$ are the actual distances and $r_0$ is the reference metal-ring distance. These are round parameters. The model does not reproduce the assumed ground state: its upper $a_{1g}$ level lies 0.19 hartree above the $e_{2g}$ doublet, so filling in 17 electrons would give $(e_{2g})^4(a_{1g})^1$. The occupation $(e_{2g})^3$ is imposed.

**The orbital.** The ring radius is $2.7/(2\sin36^\circ)=2.297$, so $r_0=3.858$ bohr. The ring $e_{2g}$ combination has energy $-0.2\cos144^\circ=0.1618$. Its coupling to the $d$ orbital has magnitude $0.15\sqrt5\,\tfrac{\sqrt3}{2}(2.297/3.858)^2=0.1029$. The lower root is

$$0.0809-\sqrt{0.0809^2+0.1029^2}=-0.0500\ \text{hartree},$$

with $w=\tfrac12(1+0.0809/0.1309)=0.809$. Diagonalization gives the same values.

**Species of the coupling.** The gradient $g$ was computed by moving each atom along $x$, $y$ and $z$, with no symmetry imposed. The share of a species is the squared length of its projection divided by that of $g$. The $e_{1g}$ share is 1.00000000, and the $e_{2g}$ share is zero to rounding error. For sixfold rings with the same bond length and height, the two shares are interchanged, as derived above.

**First against second order.** Displace the upper ring atoms radially by $a\cos\varphi$ for $e_{1g}$ or $a\cos2\varphi$ for $e_{2g}$, and the lower ring by inversion. For the orbital, the first pattern has $V=-0.0253$ hartree/bohr. At $a=0.01$ bohr, (1) predicts a gap $2|V|a=5.06\times10^{-4}$ hartree, which diagonalization confirms.

| $a$ (bohr) | $e_{1g}$ gap (hartree) | $e_{2g}$ gap (hartree) |
|---|---|---|
| 0.01 | $5.06\times10^{-4}$ | $1.47\times10^{-6}$ |
| 0.02 | $1.01\times10^{-3}$ | $5.86\times10^{-6}$ |

Doubling $a$ doubles the first gap and multiplies the second by four. The $e_{2g}$ gap is this small because the $a_{1g}$ level is far away. If that level is shifted to 0.014 hartree below the doublet, the $e_{2g}$ gap is $2.9\times10^{-5}$ hartree at $a=0.01$ bohr and $2.4\times10^{-3}$ hartree at $a=0.1$ bohr, about half the $e_{1g}$ gap there.

**Jahn-Teller energy.** The springs are 0.08 (metal-ring), 0.40 (ring neighbours) and 0.05 hartree/bohr² (second neighbours). Equation (5) gives $E_{JT}=4.42\times10^{-3}$ hartree, or about 970 cm⁻¹. A scan along the predicted distortion, with the splitting from full diagonalization, gives $4.39\times10^{-3}$ hartree, 0.6% less. Both values take the springs to represent the whole curvature of the mean surface. If the second-order shift of the doublet's mean energy were added separately for the three $e_{2g}$ electrons, the same scan would give $6.0\times10^{-3}$ hartree. The largest atomic shift is 0.14 bohr. All these values refer to the reference geometry. If the $a_{1g}$ relaxation caused by one $e_{2g}$ hole is applied first (largest shift 0.18 bohr, same force constants), (5) gives $2.5\times10^{-3}$ hartree instead.

With masses of 56 u for the metal and 13 u for each CH unit, the model has two $e_{1g}$ modes. The softer one, with quantum $1.65\times10^{-3}$ hartree, supplies $4.01\times10^{-3}$ hartree, or 91% of $E_{JT}$. This is 2.4 of its quanta.

**Spin-orbit coupling.** For $\zeta=0.002$ hartree, $\Delta=2(0.002)(0.809)=3.24\times10^{-3}$ hartree, in agreement with diagonalization of the full operator. The ratio $4E_{JT}/\Delta$ is 5.46, so (7) holds. It would fail for $\zeta$ above $2E_{JT}/w=0.0109$ hartree; full diagonalization, in which both the distortion and the spin-orbit operator mix in other levels, gives 0.0108 hartree. Equation (8) gives a gain of $4.42\times10^{-3}(1-1/5.46)^2=2.9\times10^{-3}$ hartree. This is only 1.8 quanta of the softer mode, and the trough is circular at this order. The result therefore describes a dynamic distortion, not a structure frozen in one distorted shape.

**Comparison with ferrocenium.** The real ion has a strongly anisotropic $g$ tensor at low temperature, with an axial component of roughly 4. In the present picture the orbital moment at the minimum is reduced to the fraction $f=\Delta/G=\Delta/(4E_{JT})$ of its undistorted value. For $\zeta>0$ the last electron has its orbital moment opposite to its own spin in the lower state. Its spin is opposite to the total spin, because the filled pair has the other spin direction. Orbital moment and total spin are therefore parallel. The moment $L_z+2S_z=\pm(2wf+1)$ gives $g_\parallel=2+4wf$, if the angular momentum of the ring orbitals is neglected. The undistorted model has $f=1$ and $g_\parallel=5.2$. At the minimum $f=1/5.46=0.18$ and $g_\parallel=2.6$. A value near 4 needs $f\approx0.6$, hence $4E_{JT}\approx1.6\,\Delta$.

By this rough measure the model's $E_{JT}$ is three to four times too large for its own $\Delta$: the factor is 3.4 for $g_\parallel=4.0$ and 4.0 for $g_\parallel=4.35$. The estimate assigns the whole reduction to a static $e_{1g}$ distortion. A low-symmetry crystal field can also reduce the moment, which would leave still less for the Jahn-Teller effect. Zero-point motion is not included in these factors. Solving the vibronic problem with both $e_{1g}$ modes gives $f=0.23$ and $g_\parallel=2.7$, and factors of about 3.0 and 4.3. The size of $E_{JT}$ depends on the chosen hopping and springs, whereas the selection of $e_{1g}$ depends only on the $D_{5d}$ symmetry. Free ferrocene has eclipsed rings with a low barrier to rotation. For eclipsed rings ($D_{5h}$) Lemma 2 again selects $k=1$, now the species $e_1'$, which includes a sideways displacement of the metal. In the model this leaves $E_{JT}$ unchanged and raises the softer quantum to $2.02\times10^{-3}$ hartree.

## Numbers as computed

```
ring bond, ring height: 2.7, 3.1 bohr
metal-ring hopping, decay: -0.15 hartree, 0.8 1/bohr
ring hopping, decay: -0.1 hartree, 1.2 1/bohr
all on-site orbital energies: 0 hartree
springs M-C, C-C, 1-3: 0.08, 0.4, 0.05 hartree/bohr^2
masses M, CH: 56.0, 13.0 u
symmetric square of E2g: {'A1g': 1, 'A2g': 0, 'E1g': 1, 'E2g': 0, 'A1u': 0, 'A2u': 0, 'E1u': 0, 'E2u': 0}
e1g, e2g vibrations of 21 atoms (pairs): 5, 6
e2g orbital energy: -0.05002 hartree
distance to nearest other level: 0.01178 hartree
metal d weight w of e2g orbital: 0.8090
fivefold: e1g share of splitting gradient: 1.00000000
fivefold: e2g share of splitting gradient: -5.0e-17
sixfold: e1g share of splitting gradient: 2.0e-17
sixfold: e2g share of splitting gradient: 1.00000000
V for radial cos(phi) pattern: -0.025281 hartree/bohr
amplitude 0.01 bohr: e1g gap 5.0562e-04, e2g gap 1.4656e-06 hartree
amplitude 0.02 bohr: e1g gap 1.0112e-03, e2g gap 5.8581e-06 hartree
power of amplitude, e1g and e2g: 0.9999, 1.9990
E_JT from gradient formula: 4.4165e-03 hartree = 969.31 cm^-1
E_JT from energy scan: 4.3891e-03 hartree
vertical gap at minimum: 1.7445e-02 hartree; 4 E_JT: 1.7666e-02 hartree
largest atomic shift at minimum: 0.1437 bohr
e1g mode 1: quantum 1.6499e-03 hartree, share of E_JT 4.0101e-03 hartree
e1g mode 2: quantum 5.7137e-03 hartree, share of E_JT 4.0638e-04 hartree
spin-orbit constant zeta: 0.002 hartree
spin-orbit gap: diagonalized 3.2362e-03, 2 zeta w 3.2358e-03 hartree
gap at e1g amplitude 0.1 bohr with spin-orbit: 5.9971e-03 hartree
same gap from root formula: 5.9979e-03 hartree
ratio 4 E_JT / spin-orbit gap: 5.4595
zeta below which distortion survives: 1.0919e-02 hartree
```
